Reading the SCF residual: density error, stiff modes and soft modes

**1. The result**

One cycle of a self-consistent-field (SCF) calculation takes an input density n, builds the mean-field potential, and returns an output density F(n) with the same number of electrons. Define

R(n) = F(n) − n  (residual),
F(n*) = n*  (self-consistent density),
Δ = n* − n  (correction still missing from the input).

Then, to first order,

Δ = ε⁻¹ R(n), ε = 1 − χ₀K. (1)

Here K = δv/δn says how the potential follows the density, and χ₀ = δF/δv says how the output density follows the potential. "Density error" means Δ throughout; the opposite sign convention would put a minus sign in (1).

If Δ lies along an eigenmode of ε with eigenvalue λ, then

|R| = |λ| |Δ|. (2)

For a stiff mode, |λ| > 1, the residual is larger than the error. For a soft mode, |λ| < 1, it is smaller, and the first-order ratio |Δ|/|R| = 1/|λ| grows without limit as an instability, λ = 0, is approached. For a fixed finite Δ the terms of higher order in Δ then take over the residual (section 2).

**2. Derivation**

Assume that F is three times continuously differentiable, which a finite electronic temperature secures in the model below, and that ε is invertible. A small input change δn changes the potential by Kδn and the output by χ₀Kδn. Hence

δR = χ₀Kδn − δn = −ε δn. (3)

Expand R about the current density and evaluate it at n* = n + Δ, where it vanishes:

0 = R(n) − ε(n)Δ + ½R″ΔΔ + O(Δ³).

Solving for the first-order term gives

ε(n)⁻¹R(n) = Δ − ½ε⁻¹R″ΔΔ + O(Δ³). (4)

This is (1) with its leading remainder. It is an a posteriori relation: everything on the left is computable at the current density, without knowing n*.

One may instead expand about n*, with n = n* − Δ:

R(n) = ε(n*)Δ + ½R″ΔΔ + O(Δ³),
ε(n*)⁻¹R(n) = Δ + ½ε⁻¹R″ΔΔ + O(Δ³).

The leading remainder has the same size and the opposite sign, so to first order it does not matter where ε is evaluated.

The remainder carries a factor ε⁻¹. For a single mode with R = λΔ + ½bΔ², the relative error of the estimate R/λ is bΔ/(2λ). For b ≠ 0 the density must therefore be closer to n* when λ is small: |Δ| ≪ 2|λ/b|. Near such an instability the linear relation needs more care just where it is most needed. For a spin mode of an unpolarized state b does vanish, because exchanging the two spins reverses both Δ and the part of R along the mode. The relative error along the mode is then of order Δ²/λ, so a small λ still demands a closer density, now on a scale that shrinks like √|λ|. The estimate may also carry a charge component of order Δ², which the small spin eigenvalue does not amplify.

**3. The independent-particle response**

To learn what decides the size of λ, we need χ₀. Let the mean-field Hamiltonian h have real orbitals ψ_a, energies E_a and Fermi occupations f_a, with a running over both spins. The density matrix ρ commutes with h. To first order in a change δv,

[δv, ρ] + [h, δρ] = 0.

Its element between a and b reads

(f_b − f_a)δv_ab + (E_a − E_b)δρ_ab = 0,
δρ_ab = δv_ab (f_a − f_b)/(E_a − E_b).

For a = b the quotient becomes the slope f′_a = df/dE, and the chemical potential may move, so δρ_aa = f′_a(δv_aa − δμ). The slope also replaces the quotient for degenerate pairs. Since f falls with energy, the weights

g_ab = −(f_a − f_b)/(E_a − E_b), g_aa = −f′_a

are positive. Fixed electron number requires

Σ_a g_aa(δv_aa − δμ) = 0. (5)

Write X = −χ₀, so that δn = −Xδv. Multiplying −δn by δv and summing over sites and spins gives

δv·Xδv = Σ_{a≠b} g_ab|δv_ab|² + Σ_a g_aa δv_aa(δv_aa − δμ)
= Σ_{a≠b} g_ab|δv_ab|² + Σ_a g_aa(δv_aa − δμ)². (6)

The second line follows because (5) lets us subtract δμ from the factor δv_aa. The form is never negative. It vanishes only if δv has no off-diagonal elements and all its diagonal elements equal δμ, that is, if δv is a constant. So X is symmetric and positive on density changes of zero total charge, and it can be inverted there. All density changes below are of this kind.

**4. What makes a mode stiff or soft**

Let K be symmetric, as it is when the potential derives from an energy functional. Then ε = 1 + XK is in general not symmetric, but

X^(−½) ε X^(½) = 1 + X^(½) K X^(½)

is. Its eigenvalues are those of ε, so they are real. If u is a unit eigenvector of the right-hand side, then p = X^(½)u is the density mode, and u·u = p·X⁻¹p = 1. Projecting on u gives

λ − 1 = (p·Kp)/(p·X⁻¹p). (7)

The denominator is positive. A mode whose interaction p·Kp is repulsive has λ > 1, and one whose interaction is attractive has λ < 1. On one mode the output changes by χ₀Kδn = (1 − λ)δn. With repulsion the output moves against the input error, and for λ ≫ 1 this opposing change, and hence the residual, is much larger than the error. With attraction the output moves along the input error, and for λ near zero input and output nearly agree although both are wrong.

**5. From modes to norms**

A general error mixes modes, and the modes of a non-symmetric ε need not be orthogonal in the ordinary sense. Use instead the natural norm

‖d‖² = d·X⁻¹d.

In this metric ε is self-adjoint, because

a·X⁻¹εb = a·X⁻¹b + a·Kb

is symmetric in a and b. The modes can be chosen orthonormal in it. With Δ = Σ c_k p_k we have ‖Δ‖² = Σ c_k² and ‖R‖² = Σ λ_k²c_k². If all λ_k are positive, then to first order

λ_min‖Δ‖ ≤ ‖R‖ ≤ λ_max‖Δ‖. (8)

An error tolerance τ in this norm is therefore met, within the linear range, if ‖R‖ ≤ λ_min τ. In the Euclidean norm the singular values of ε take the place of the eigenvalues, and the ratio can exceed λ_max.

**6. The output density has a different error**

Since F(n) = n + R,

n* − F(n) = Δ − R = (ε⁻¹ − 1)R. (9)

On one mode this is (1/λ − 1)R. For λ ≫ 1 it is nearly −R: the residual greatly overestimates the input error but is a fair measure of the output error. For 0 < λ < ½ the factor exceeds 1, so the residual underestimates the output error as well. A statement about what the residual over- or underestimates must say which density is meant.

**7. A model with both kinds of mode**

Take a periodic stack of M = 18 charged layers at spacing d = 0.30 nm. Each cell of area A = 1.00 nm² has one orbital per layer, with hopping t = 1.00 eV between neighbouring layers. There is one electron per orbital on average, and a neutralizing background. Opposite spins in the same orbital repel with U = 1.50 eV, and kT = 0.10 eV. These are round model parameters and stand for no material. In-plane dispersion and correlation beyond mean field are left out. The potential on spin σ is

v_σ = v_ext + W(n_↑ + n_↓ − 1) + U n_−σ. (10)

W follows from Poisson's equation. An excess n_j − 1 of electrons on layer j is a charged sheet, at which the slope of the electron's potential energy jumps by −e²(n_j − 1)/(ε₀A), where ε₀ is the vacuum permittivity. Between sheets the energy is linear, so

v_(j+1) − 2v_j + v_(j−1) = −g(n_j − 1), g = e²d/(ε₀A) = 5.43 eV.

For a wave with phase advance q per layer the left side is −4 sin²(q/2) v, hence

W_q = g/(4 sin²(q/2)). (11)

In an unpolarized state charge and spin changes separate. Let X₁ be the response of one spin. In the charge channel it includes the shift δμ fixed by (5). In the spin channel the two spins cancel in (5), so δμ = 0 and X₁ is the response at fixed chemical potential. On waves with q ≠ 0 in the uniform stack the two coincide. A charge change x in both spins gives δv = (2W + U)x. A spin change, x in one spin and −x in the other, cancels in W and gives δv = −Ux for the first. Therefore

ε_charge = 1 + X₁(2W + U), ε_spin = 1 − UX₁. (12)

By (7), for U > 0 every charge mode has λ > 1 and every spin mode has λ < 1 in this model.

In the uniform stack the orbitals are plane waves with E_k = −2t cos k. A potential wave q couples k to k + q, and the response of section 3 becomes

X_q = (1/M) Σ_k (f_k − f_(k+q))/(E_(k+q) − E_k).

For the longest wave, q = 20°, this gives X_q = 0.1606 eV⁻¹ and W_q = 45.0 eV:

λ_charge = 1 + 0.1606 × (2 × 45.0 + 1.5) = 15.7.

This is charge sloshing: by (11), moving charge over long distances creates large potentials. For the staggered wave, q = 180°, X_q = 0.5712 eV⁻¹:

λ_spin = 1 − 1.5 × 0.5712 = 0.143.

This mode is soft because the stack is close to magnetic order.

**8. Equal residuals, unequal errors**

Now add an external potential of amplitude 1.00 eV with three periods in the stack. The extreme eigenvalues become 0.173 (spin) and 15.8 (charge). Displace the density from n* along each of these modes so that |R| = 1.00 × 10⁻³ electrons per cell in both cases (Euclidean norm). Equation (2) predicts

stiff: |Δ| = 10⁻³/15.8 = 6.3 × 10⁻⁵,
soft: |Δ| = 10⁻³/0.173 = 5.8 × 10⁻³.

The SCF map gives these values, and so does the estimate ε⁻¹R. A convergence test on |R| cannot tell the two densities apart, although their errors differ by a factor of about 91. The output errors are 9.4 × 10⁻⁴ for the stiff mode and 4.8 × 10⁻³ for the soft one, as (9) requires.

For a random displacement of size 10⁻⁴ the estimate misses the true correction by 6.1 × 10⁻⁹, a relative error of 6 × 10⁻⁵. Halving the displacement divides this remainder by 4.0, the mark of a second-order term. Its size is the same with ε taken at n or at n*, in line with section 2.

**9. When the Euclidean norm misleads**

In this stack the largest eigenvalue and the largest singular value of ε agree to about one part in 10⁴. A symmetry keeps ε nearly symmetric here. Below, v is the full self-consistent potential, which screening keeps weak: the occupation per spin stays between 0.44 and 0.56. Let D multiply the orbital amplitude on layer j by (−1)^j. It reverses the sign of the hopping, so D(T + v)D = −(T − v), where T is the hopping matrix. Changing v to −v therefore maps E_a to −E_a and, at half filling, f_a to 1 − f_a. The weights g_ab are unchanged, and so are the orbital products in X, where each sign appears twice. Thus X is even in v. In the uniform stack ε is symmetric, so a weak modulation makes it non-symmetric at second order only.

With a modulation of 6.00 eV the difference is plain. The largest eigenvalue is 11.5, but in the worst Euclidean direction the measured ratio |R|/|Δ| is 13.5. In the natural norm the same displacement gives 10.6, within the bound (8).

**10. What happens during mixing**

Damped mixing replaces n by n + αR. To first order

Δ_new = Δ − αR = (1 − αε)Δ, (13)

so each mode is multiplied by 1 − αλ, and convergence needs 0 < αλ < 2 for every mode. With α = 0.08 the factors are

stiff: 1 − 0.08 × 15.83 = −0.27,
soft: 1 − 0.08 × 0.173 = 0.986.

Start in the 1.00 eV stack with an error of 10⁻⁴ in each of the two modes:

step 0: |Δ| = 1.41 × 10⁻⁴, |R| = 1.58 × 10⁻³
step 10: |Δ| = 8.7 × 10⁻⁵, |R| = 1.5 × 10⁻⁵
step 300: |Δ| = 1.5 × 10⁻⁶, |R| = 2.6 × 10⁻⁷

In the first ten steps the residual falls by a factor of about 105 and the error by a factor of 1.6. The residual begins 11 times larger than the error and ends at 0.173 times the error, which is the soft eigenvalue. A fast initial drop of the residual here shows that the stiff part has gone, and says little about the rest.

The estimate ε⁻¹R follows the true error at all the steps examined. The matrix ε need not be built to obtain it. By (3),

εx ≈ −[R(n + hx) − R(n)]/h

for small h, so an iterative linear solver needs one further evaluation of F per product.

**11. Inexact SCF cycles**

Suppose that each cycle is solved inexactly and returns F(n) + η, with a fixed small defect η that conserves charge. The fixed point then moves to a nearby n* + s, where R(n* + s) + η = 0, and damped mixing started near it settles there if 0 < αλ < 2 for every mode, as in (13). By (3) this is −εs + η = 0, so

s = ε⁻¹η. (14)

A defect of 1.0 × 10⁻⁵ in each of the two modes shifts the fixed point by 5.8 × 10⁻⁵ along the soft mode and by 6.3 × 10⁻⁷ along the stiff one. The residual of the inexact map can still be driven to zero, so it does not reveal this shift. The accuracy demanded of each cycle must therefore be set by the softest mode that matters. A defect that changes from cycle to cycle is not covered by (14).

**12. Through the instability**

Vary U in the 1.00 eV stack, staying at the unpolarized fixed point, and displace the density along the softest mode:

U = 0.50 eV: λ = 0.73, |Δ|/|R| = 1.4
U = 1.00 eV: λ = 0.45, |Δ|/|R| = 2.2
U = 1.50 eV: λ = 0.17, |Δ|/|R| = 5.8
U = 1.65 eV: λ = 0.09, |Δ|/|R| = 11
U = 2.00 eV: λ = −0.10, |Δ|/|R| = 9.5

Between 1.65 and 2.00 eV the eigenvalue passes through zero. There ε has no inverse and (1) fails: to first order an error along this mode leaves no trace in the residual.

Beyond that point (1) holds again, but its meaning changes. With λ < 0, R = λΔ points away from the fixed point, and by (13) damped mixing increases the error. The correction ε⁻¹R still points to the unpolarized solution, which is now unstable under damped mixing. Within the linear range, a small ε⁻¹R thus shows that a fixed point is near; whether damped mixing with a sufficiently small α is stable there must be read from the sign of the lowest eigenvalue.

The numerical check checks these relations against the SCF map itself.

Numbers as computed

```
layers = 18, electrons per cell column = 18
hopping t = 1.00 eV, kT = 0.10 eV, U = 1.50 eV
layer spacing = 0.30 nm, cell area = 1.00 nm^2
external potential: 1.00 eV amplitude, 3 periods in the stack
sheet energy e^2 d/(eps0 A) = 5.4285 eV
uniform stack, q = 20 deg: X_q = 0.1606 1/eV, W_q = 45.007 eV
  charge eigenvalue = 15.6961, spin eigenvalue = 0.7591
uniform stack, q = 180 deg: X_q = 0.5712 1/eV, W_q = 1.357 eV
  charge eigenvalue = 3.4072, spin eigenvalue = 0.1432
damping alpha = 0.08, iterations to fixed point = 1737
layer occupation per spin: min 0.4445, max 0.5555
largest deviation, eps formula - finite difference = 9.6e-10
modulated stack: softest eigenvalue = 0.1730 (spin)
modulated stack: stiffest eigenvalue = 15.8274 (charge)
lowest charge eigenvalue = 2.2119, highest spin eigenvalue = 0.8997
equal residuals, norms in electrons per cell:
  stiff: residual 1.000e-03, input error 6.318e-05
    estimate eps^-1 R 6.318e-05, output error 9.368e-04
  soft: residual 1.000e-03, input error 5.780e-03
    estimate eps^-1 R 5.780e-03, output error 4.780e-03
ratio of the two input errors = 91.5
remainder ratio on halving error: eps(n) 4.005, eps(n_star) 4.002
remainder at error 1e-4: eps(n) 6.11e-09, eps(n_star) 6.11e-09
worst Euclidean direction, residual/error:
  modulation 1.00 eV: largest eigenvalue 15.82739, singular value 15.82848
    measured: Euclidean 15.82844, natural 15.82665
  modulation 6.00 eV: largest eigenvalue 11.54922, singular value 13.52231
    measured: Euclidean 13.52213, natural 10.56742
damped run, norms in electrons per cell:
  step 0: error 1.414e-04, residual 1.583e-03, estimate 1.414e-04, residual/error 11.1926
  step 2: error 9.751e-05, residual 1.134e-04, estimate 9.751e-05, residual/error 1.1631
  step 10: error 8.699e-05, residual 1.505e-05, estimate 8.699e-05, residual/error 0.1730
  step 300: error 1.528e-06, residual 2.644e-07, estimate 1.528e-06, residual/error 0.1730
map defect in each mode = 1.0e-05 electrons per cell
  fixed-point shift: soft 5.780e-05, stiff 6.318e-07
scan of U at the unpolarized fixed point:
  U = 0.50 eV: softest eigenvalue 0.7255, error/residual 1.378
  U = 1.00 eV: softest eigenvalue 0.4498, error/residual 2.223
  U = 1.50 eV: softest eigenvalue 0.1730, error/residual 5.780
  U = 1.65 eV: softest eigenvalue 0.0898, error/residual 11.138
  U = 2.00 eV: softest eigenvalue -0.1047, error/residual 9.549
residual limit for natural-norm error 1e-4: 1.730e-05
```
